# The short-range expansion of the spherically averaged exchange hole, part 1

(Sections cited here and not found follow in the second part.)

## 1. What the density alone gets wrong

The exchange energy of a determinant is fixed by the spherical average of the exchange hole, the deficit of same-spin electrons around a given electron (Lemma 1(c)), so a model of the hole yields an approximate exchange energy. The simplest model gives the electron at $\mathbf r$ the hole it would have in a uniform gas with the local spin density $\rho(\mathbf r)$. That hole has the correct depth at the electron's own position. At small distances $s$ from the electron it also becomes shallower as $s$ grows, whatever the density: its magnitude is $\rho\,[1-k^2s^2/5+\dots]$ with $k=(6\pi^2\rho)^{1/3}$ (Section 6.2).

This model fails already for a hydrogenic 1s electron. The hole of a lone electron is minus its whole density, and that density is piled up at the nucleus wherever the electron happens to be. For an electron farther than $a_0/Z$ from the nucleus, the hole averaged over a small sphere around the electron becomes deeper as the sphere grows (Section 6.1). The uniform-gas model has the wrong sign of the $s^2$ term there. A correction built from $\rho$ and its derivatives alone does not cure the fault in general, because the exact $s^2$ coefficient contains the kinetic energy density of the orbitals. Even the formula with $\nabla^2\rho$, the kinetic energy density and $|\nabla\rho|^2/\rho$ is incomplete. It holds where no current flows. For an electron gas in uniform motion, or at points off the $z$ axis in an atom with an occupied $p_{+1}$ orbital and an empty $p_{-1}$ orbital, it gives a wrong curvature, too large in magnitude by a factor $1.3051$ in the first example of Section 7. The theorem proved here contains the current term, and the current-free form is its special case.

## 2. Setting and definitions

Gaussian units are used: two electrons of charge $-e$ repel with energy $e^2/|\mathbf r-\mathbf r'|$, and the Bohr radius is $a_0=\hbar^2/(me^2)$.

The state is a single Slater determinant of $N$ orthonormal spin orbitals, as in Hartree–Fock or Kohn–Sham theory. Spin is collinear: each spin orbital is a spatial function times a pure up or pure down spinor along one fixed axis. For one spin $\sigma$, let $\psi_i(\mathbf r)$ be the occupied spatial orbitals, which may be complex. Every quantity below belongs to this one spin, and the label $\sigma$ is written only where both spins appear. Define

$$\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\,\psi_i^*(\mathbf r'),\qquad \rho(\mathbf r)=\gamma(\mathbf r,\mathbf r)=\sum_i|\psi_i|^2,$$

$$\tau=\frac{\hbar^2}{2m}\sum_i|\nabla\psi_i|^2,\qquad \mathbf j=\frac{\hbar}{m}\,\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i .$$

Here $\gamma$ is the one-body density matrix, $\tau$ is the positive kinetic energy density (erg/cm³), and $\mathbf j$ is the paramagnetic particle current density (cm⁻² s⁻¹). For a complex vector, $|\mathbf v|^2=\mathbf v^*\!\cdot\mathbf v$. Two abbreviations remove the constants from the algebra:

$$t=\sum_i|\nabla\psi_i|^2=\frac{2m\tau}{\hbar^2},\qquad \mathbf J=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i=\frac{m}{\hbar}\,\mathbf j .$$

Where $\rho(\mathbf r)>0$, the exchange hole of an electron at the reference point $\mathbf r$ is

$$h(\mathbf r,\mathbf r')=-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)} .$$

With this sign convention the hole is negative. For a function $f(\mathbf r')$, the spherical average about $\mathbf r$ at radius $s$ is

$$\langle f\rangle(\mathbf r,s)=\frac1{4\pi}\int d\Omega_{\mathbf n}\,f(\mathbf r+s\mathbf n),\qquad |\mathbf n|=1 .$$

**Lemma 1 (meaning of the hole).** Let $P_{\sigma\sigma'}(\mathbf r,\mathbf r')$ be the pair density, $N(N-1)$ times the probability density for finding electron 1 at $\mathbf r$ with spin $\sigma$ and electron 2 at $\mathbf r'$ with spin $\sigma'$. Then

(a) $P_{\sigma\sigma'}=\rho_\sigma(\mathbf r)\rho_{\sigma'}(\mathbf r')-\delta_{\sigma\sigma'}|\gamma_\sigma(\mathbf r,\mathbf r')|^2$;

(b) $h(\mathbf r,\mathbf r)=-\rho(\mathbf r)$ and $\int h(\mathbf r,\mathbf r')\,d^3r'=-1$;

(c) the exchange energy is $E_x=\dfrac{e^2}{2}\sum_\sigma\displaystyle\int d^3r\,\rho_\sigma(\mathbf r)\int_0^\infty 4\pi s\,\langle h_\sigma\rangle(\mathbf r,s)\,ds$.

*Proof.* (a) Let $x=(\mathbf r,\sigma)$ and let $\phi_1,\dots,\phi_N$ be the spin orbitals. The determinant is $\Psi=(N!)^{-1/2}\sum_p(\mathrm{sgn}\,p)\prod_k\phi_{p(k)}(x_k)$, a sum over permutations $p$. In $|\Psi|^2$ let $p$ label the terms of $\Psi^*$ and $p'$ those of $\Psi$. Integration over $x_3,\dots,x_N$ gives, by orthonormality, zero unless $p(k)=p'(k)$ for all $k\ge3$. The two remaining orbitals are then the same pair in both permutations. With $p(1)=i$, $p(2)=j$, $i\ne j$, either $p'=p$, with sign product $+1$, or $p'$ differs from $p$ by the exchange of $i$ and $j$, with sign product $-1$. For each ordered pair $(i,j)$ the other orbitals can be arranged in $(N-2)!$ ways, and $N(N-1)(N-2)!/N!=1$. Therefore

$$P(x_1,x_2)=\sum_{i\ne j}\Big[|\phi_i(x_1)|^2|\phi_j(x_2)|^2-\phi_i^*(x_1)\phi_j^*(x_2)\,\phi_j(x_1)\phi_i(x_2)\Big].$$

For $i=j$ the bracket is zero, so the restriction $i\neq j$ can be dropped and both sums factorize. The first gives the product of densities. The second gives $\big[\sum_j\phi_j(x_1)\phi_j^*(x_2)\big]\big[\sum_i\phi_i(x_1)\phi_i^*(x_2)\big]^*$. With collinear spin, a given $\phi_j$ vanishes at $x_1$ or at $x_2$ if the two spins differ, so the term survives only for $\sigma=\sigma'$, where it equals $|\gamma_\sigma|^2$.

(b) At $\mathbf r'=\mathbf r$, $|\gamma|^2=\rho^2$, so $h=-\rho$. For the integral, orthonormality gives

$$\int|\gamma(\mathbf r,\mathbf r')|^2d^3r'=\sum_{ij}\psi_i(\mathbf r)\psi_j^*(\mathbf r)\int\psi_i^*(\mathbf r')\psi_j(\mathbf r')\,d^3r'=\sum_i|\psi_i(\mathbf r)|^2=\rho(\mathbf r).$$

Division by $-\rho(\mathbf r)$ gives $-1$.

(c) The repulsion energy is $\tfrac12\sum_{\sigma\sigma'}\iint P_{\sigma\sigma'}\,e^2/|\mathbf r-\mathbf r'|$, the factor $\tfrac12$ turning the $N(N-1)$ ordered pairs into unordered ones. The product term of (a) gives the Hartree energy. The other term defines $E_x=\frac{e^2}{2}\sum_\sigma\int d^3r\,\rho_\sigma\int d^3r'\,h_\sigma/|\mathbf r-\mathbf r'|$. Put $\mathbf r'=\mathbf r+s\mathbf n$, so that $d^3r'=s^2\,ds\,d\Omega$ and $|\mathbf r-\mathbf r'|=s$. The angular integral acts on $h$ alone and gives $4\pi\langle h\rangle$, and $s^2/s=s$. ∎

Part (a) says that $P_{\sigma\sigma}/\rho(\mathbf r)=\rho(\mathbf r')+h(\mathbf r,\mathbf r')$ is the density of the other same-spin electrons at $\mathbf r'$, given one at $\mathbf r$. Part (c) says that the angular shape of the hole does not enter the energy, because the Coulomb interaction depends only on the distance. This is the reason to study $\langle h\rangle$.

## 3. The theorem

**Theorem.** Assume (i) a single determinant with collinear spin, (ii) $\rho(\mathbf r)>0$ at the reference point, and (iii) orbitals with continuous derivatives up to fourth order in a closed ball of radius $s_0>0$ about $\mathbf r$. Then for $s\le s_0$

$$\langle h\rangle(\mathbf r,s)=-\big[\rho+Q\,s^2+O(s^4)\big],\qquad Q=\frac16\left(\nabla^2\rho-2D\right),$$

$$D=\frac{2m\tau}{\hbar^2}-\frac{|\nabla\rho|^2}{4\rho}-\frac{m^2|\mathbf j|^2}{\hbar^2\rho},$$

with all quantities taken at $\mathbf r$. Written out,

$$Q=\frac16\left[\nabla^2\rho-\frac{4m\tau}{\hbar^2}+\frac{|\nabla\rho|^2}{2\rho}+\frac{2m^2|\mathbf j|^2}{\hbar^2\rho}\right].$$

Where $\mathbf j=0$, in particular when all orbitals are real, the last term is absent.

Both $Q$ and $D$ have the dimension cm⁻⁵. Negative $Q$ means that the averaged hole becomes shallower away from the electron, positive $Q$ that it becomes deeper. $Q$ is called the curvature below. The second derivative of $-\langle h\rangle$ with respect to $s$ at $s=0$ is $2Q$.

## 4. Lemmas and proof

**Lemma 2 (average over a small sphere).** If $f$ has continuous derivatives up to fourth order in the ball, then

$$\langle f\rangle(\mathbf r,s)=f(\mathbf r)+\frac{s^2}{6}\nabla^2f(\mathbf r)+O(s^4).$$

*Proof.* Taylor's theorem along the direction $\mathbf n$, with sums over the Cartesian indices $a,b,c$, gives

$$f(\mathbf r+s\mathbf n)=f+s\sum_an_a\partial_af+\frac{s^2}{2}\sum_{ab}n_an_b\,\partial_a\partial_bf+\frac{s^3}{6}\sum_{abc}n_an_bn_c\,\partial_a\partial_b\partial_cf+R_4 .$$

The remainder $R_4$ is $s^4/24$ times a fourth directional derivative at a point inside the ball. The fourth derivatives are continuous on a closed ball and hence bounded, so $|R_4|\le Cs^4$ with $C$ independent of $\mathbf n$. The angular measure is unchanged under $\mathbf n\to-\mathbf n$, while a product of an odd number of components changes sign, so $\langle n_a\rangle=0$ and $\langle n_an_bn_c\rangle=0$. For $a\ne b$, the reflection of $n_a$ alone leaves the measure unchanged and reverses $n_an_b$, so $\langle n_an_b\rangle=0$. The three averages $\langle n_a^2\rangle$ are equal, because the axes can be permuted, and they add up to $\langle|\mathbf n|^2\rangle=1$. Thus $\langle n_an_b\rangle=\delta_{ab}/3$, and the quadratic term averages to $\frac{s^2}{2}\cdot\frac13\sum_a\partial_a^2f=\frac{s^2}{6}\nabla^2f$. ∎

In the next two lemmas $\nabla'$ acts on the second argument $\mathbf r'$ of $\gamma(\mathbf r,\mathbf r')$ at fixed $\mathbf r$, and $\mathbf r'$ is set equal to $\mathbf r$ after the differentiation.

**Lemma 3 (first derivative).** At $\mathbf r'=\mathbf r$,

$$\nabla'\gamma=\tfrac12\nabla\rho-i\mathbf J,\qquad |\nabla'\gamma|^2=\tfrac14|\nabla\rho|^2+|\mathbf J|^2 .$$

*Proof.* Only $\psi_i^*(\mathbf r')$ depends on $\mathbf r'$, so $\nabla'\gamma=\sum_i\psi_i\nabla\psi_i^*$, which is the complex conjugate of $\mathbf w=\sum_i\psi_i^*\nabla\psi_i$. The imaginary part of $\mathbf w$ is $\mathbf J$ by definition. Its real part follows from $\nabla\rho=\sum_i(\psi_i^*\nabla\psi_i+\psi_i\nabla\psi_i^*)=\mathbf w+\mathbf w^*=2\,\mathrm{Re}\,\mathbf w$. So $\mathbf w=\tfrac12\nabla\rho+i\mathbf J$ and $\nabla'\gamma=\mathbf w^*$. Since $\nabla\rho$ and $\mathbf J$ are real vectors, each Cartesian component has squared modulus $\tfrac14(\partial_a\rho)^2+J_a^2$, and the sum over $a$ gives the second statement. ∎

The factor $\tfrac12$ arises because $\nabla\rho$ differentiates both arguments of $\gamma$ while $\nabla'$ differentiates one.

**Lemma 4 (second derivative).** At $\mathbf r'=\mathbf r$,

$$\mathrm{Re}\,\nabla'^2\gamma=\tfrac12\nabla^2\rho-t .$$

*Proof.* As before, $\nabla'^2\gamma=\sum_i\psi_i\nabla^2\psi_i^*$. The product rule for the Laplacian, $\nabla^2(uv)=u\nabla^2v+v\nabla^2u+2\nabla u\cdot\nabla v$, applied to $\psi_i\psi_i^*$ gives

$$\nabla^2\rho=\sum_i\big(\psi_i\nabla^2\psi_i^*+\psi_i^*\nabla^2\psi_i+2\nabla\psi_i\cdot\nabla\psi_i^*\big)=2\,\mathrm{Re}\sum_i\psi_i\nabla^2\psi_i^*+2t,$$

because the first two terms are complex conjugates of one another. Solving for the real part gives the statement. ∎

**Proof of the theorem.** Fix $\mathbf r$ and let $f(\mathbf r')=|\gamma(\mathbf r,\mathbf r')|^2=\gamma^*\gamma$. It is a finite sum of products of orbitals at $\mathbf r'$ with constant coefficients, so by (iii) it meets the condition of Lemma 2. The denominator $\rho(\mathbf r)$ of the hole is a constant for the average over $\mathbf r'$, nonzero by (ii). Since $f(\mathbf r)=\rho^2$,

$$\langle h\rangle=-\frac{1}{\rho}\Big[\rho^2+\frac{s^2}{6}\nabla'^2f+O(s^4)\Big],\qquad\text{so}\qquad Q=\frac{\nabla'^2f}{6\rho}.$$

The product rule with $u=\gamma^*$, $v=\gamma$ gives

$$\nabla'^2f=\gamma^*\nabla'^2\gamma+\gamma\nabla'^2\gamma^*+2\nabla'\gamma^*\!\cdot\nabla'\gamma=2\,\mathrm{Re}\big(\gamma^*\nabla'^2\gamma\big)+2|\nabla'\gamma|^2 .$$

At $\mathbf r'=\mathbf r$ the factor $\gamma^*=\rho$ is real and comes out of the real part. This is why the imaginary part of $\nabla'^2\gamma$ is never needed. Lemmas 4 and 3 give

$$\nabla'^2f=2\rho\big(\tfrac12\nabla^2\rho-t\big)+2\big(\tfrac14|\nabla\rho|^2+|\mathbf J|^2\big)=\rho\nabla^2\rho-2\rho t+\tfrac12|\nabla\rho|^2+2|\mathbf J|^2 .$$

Division by $\rho$ gives

$$6Q=\nabla^2\rho-2t+\frac{|\nabla\rho|^2}{2\rho}+\frac{2|\mathbf J|^2}{\rho}=\nabla^2\rho-2\Big(t-\frac{|\nabla\rho|^2}{4\rho}-\frac{|\mathbf J|^2}{\rho}\Big).$$

With $t=2m\tau/\hbar^2$ and $\mathbf J=m\mathbf j/\hbar$ the parenthesis is $D$. ∎

**Remark 1 (what the proof does not use).** No orbital equation appears, so the theorem holds for Hartree–Fock orbitals, Kohn–Sham orbitals and any trial determinant, in a finite basis or not. The charge $e$ does not appear in $Q$. The short-range shape of the exchange hole comes from antisymmetry, and the interaction enters only through the orbitals and through Lemma 1(c). Orthonormality is used only in Lemma 1. For a density matrix with fractional occupations $n_i$, the replacement $\psi_i\to\sqrt{n_i}\,\psi_i$ leaves Lemmas 3 and 4 intact, so $-|\gamma|^2/\rho$ still has the stated expansion. The calculation in Lemma 1(b) then yields $-\sum_in_i^2|\psi_i|^2/\rho$, a hole that holds less than one electron, and Lemma 1(a) is no longer guaranteed.

**Remark 2 (the unaveraged hole is tilted).** By Lemma 3, $\nabla'f=2\,\mathrm{Re}(\gamma^*\nabla'\gamma)=\rho\nabla\rho$, so $\nabla'h=-\nabla\rho$ at $\mathbf r'=\mathbf r$. The hole itself has a term linear in $\mathbf s$ and deepens toward higher density. The angular average removes this term.

**Remark 3 (three kinetic energy densities).** The coefficients depend on the definition of the kinetic energy density. In atomic units $\tau=\tfrac12\sum|\nabla\psi_i|^2$, while $t=\sum|\nabla\psi_i|^2$ lacks the factor $\tfrac12$. In $6Q$ the first enters with the coefficient $-4$ and the second with $-2$. A third definition is $\tau_L=-\frac{\hbar^2}{2m}\mathrm{Re}\sum\psi_i^*\nabla^2\psi_i$. Lemma 4 gives $\tau_L=\tau-\frac{\hbar^2}{4m}\nabla^2\rho$. The two have the same integral over all space when the surface term vanishes, but they differ locally. Since $4m\tau/\hbar^2=4m\tau_L/\hbar^2+\nabla^2\rho$, the Laplacian cancels:

$$6Q=-\frac{4m\tau_L}{\hbar^2}+\frac{|\nabla\rho|^2}{2\rho}+\frac{2m^2|\mathbf j|^2}{\hbar^2\rho}.$$

Inserting $\tau_L$ for $\tau$ in the theorem counts the Laplacian twice.

**Remark 4 (spin density and total density).** In a closed shell with total density $n=2\rho$ the depth of the hole is $n/2$, since only same-spin electrons are excluded. Each term of $Q$ is homogeneous of degree one under a common scaling of $\rho$, $\tau$ and $\mathbf j$, so the formula evaluated with the totals gives $2Q$. The ratio $Q/\rho$ survives the confusion, but the depth and $Q$ separately come out twice too large.

## 5. The quantity $D$

**Proposition 1.** $D=\dfrac1\rho\displaystyle\sum_{i<j}\big|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i\big|^2\ge0$. For a single orbital $D=0$ everywhere.

*Proof.* By Lemma 3, $\rho D=\rho t-|\mathbf w|^2$ with $\mathbf w=\sum\psi_i^*\nabla\psi_i$. Take one Cartesian component and put $\alpha_i=\psi_i$, $\beta_i=\partial_a\psi_i$. Then

$$|\alpha_i\beta_j-\alpha_j\beta_i|^2=|\alpha_i|^2|\beta_j|^2+|\alpha_j|^2|\beta_i|^2-2\,\mathrm{Re}\big(\alpha_i\beta_i^*\,\alpha_j^*\beta_j\big).$$

Sum over all $i$ and $j$. The first two terms each give $\sum|\alpha|^2\sum|\beta|^2$. The third factorizes into $-2\big|\sum_j\alpha_j^*\beta_j\big|^2$. On the left the terms $i=j$ vanish and each pair occurs twice. Halving both sides gives $\sum_{i<j}|\alpha_i\beta_j-\alpha_j\beta_i|^2=\rho\sum_i|\partial_a\psi_i|^2-|w_a|^2$. The sum over $a$ completes the identity. With one orbital there is no pair $i<j$. ∎

It follows that $Q\le\nabla^2\rho/6$, with equality for one electron. For a single orbital $\psi=\sqrt\rho\,e^{i\theta}$ the statement $D=0$ can be read directly: $\nabla\psi=e^{i\theta}\big(\nabla\sqrt\rho+i\sqrt\rho\,\nabla\theta\big)$ gives $t=|\nabla\rho|^2/(4\rho)+\rho|\nabla\theta|^2$ and $\mathbf J=\rho\nabla\theta$. The two subtractions in $D$ remove the kinetic energy of the amplitude (the von Weizsäcker term) and that of the collective flow. What remains for several electrons is $2m/\hbar^2$ times the kinetic energy density in excess of these two parts. By Proposition 1 it comes from the differences between the occupied orbitals. The Pauli principle requires the orbitals to differ, but the size of the excess depends on which orbitals are occupied: two plane waves whose wave vectors differ by $\mathbf q$ have a uniform density and $D=\rho|\mathbf q|^2/4$.

**Proposition 2.** The conditional density of same-spin electrons has the spherical average

$$\langle\rho(\mathbf r')+h(\mathbf r,\mathbf r')\rangle=\tfrac13D\,s^2+O(s^4).$$

*Proof.* Lemma 2 gives $\langle\rho\rangle=\rho+\frac{s^2}{6}\nabla^2\rho+O(s^4)$. Adding $\langle h\rangle=-\rho-\frac{s^2}{6}\nabla^2\rho+\frac{s^2}{3}D+O(s^4)$ cancels the density and its Laplacian. ∎

This separates the two parts of $Q$. The Laplacian only describes how the density itself varies around $\mathbf r$, a variation that the hole of a lone electron must cancel completely. The term $D$ measures how fast other electrons of the same spin appear near the reference electron. The electron localization function is built on $D$ for this reason.

For a single determinant, the $s^2$ coefficient $Q$ of the averaged exchange hole has been derived with its current term, and its part $D\ge0$ has been shown to govern how fast other same-spin electrons appear near the reference electron. What remains is the behaviour under a phase change and in a magnetic field, the limiting cases and range of validity, and the numerical examples.
